# Dispersion of a Precursor Pulse in Laminar Tube Flow

A short precursor pulse enters a long circular delivery tube of radius $a$, in which a carrier gas moves with mean speed $U$. The precursor has molecular diffusivity $D$. If the pulse eventually spreads along the tube like a diffusing cloud, its effective diffusivity $D_{\rm eff}$ can depend on $a$, $U$ and $D$ alone, and these form one dimensionless group, so

$$D_{\rm eff}=D\,F(\mathrm{Pe}),\qquad \mathrm{Pe}=\frac{Ua}{D}.$$

Reversing the flow produces the mirror image of the same spreading, so $F$ is even. A further argument fixes its form. Seen from a frame moving at speed $U$, a molecule is displaced along the tube by

$$X(t)=\int_0^t v(r(t'))\,dt'+B(t),$$

where $v$ is the local gas speed minus $U$ and $B$ is the axial Brownian displacement, of variance $2Dt$. With constant $D$ and a wall that merely reflects molecules, the radial path $r(t')$ is independent of $B$ and does not depend on $U$. The two variances therefore add, and the first is proportional to $U^2$ because $v$ is proportional to $U$. Once the molecule has forgotten its initial radius, the first variance grows linearly in time, and its growth rate must be $U^2$ times a time built from $a$ and $D$, which is $a^2/D$. Hence

$$D_{\rm eff}=D+\kappa\frac{U^2a^2}{D}=D(1+\kappa\,\mathrm{Pe}^2),$$

with a pure number $\kappa$ left to be found. It will turn out to be $1/48$.

The assumptions are these. The precursor is dilute and does not react; the wall neither adsorbs nor consumes it; the tube is straight; the flow is steady, laminar and fully developed, with no slip at the wall; and gas density and $D$ vary little along the tube. The equations are classical and contain no $\hbar$, so they read the same in atomic units as in any other consistent system. Numbers will be given in angstrom and seconds; no energy enters.

The velocity profile follows from a force balance. Let $G$ be the pressure drop per unit length and $\eta$ the viscosity. On a coaxial gas cylinder of radius $r$ and unit length, the pressure force $\pi r^2G$ balances the viscous drag $-2\pi r\,\eta\,du/dr$. Thus $du/dr=-Gr/(2\eta)$, and with $u(a)=0$,

$$u=\frac{G}{4\eta}(a^2-r^2).$$

Write $\rho=r/a$ and denote the area average by

$$\langle h\rangle=2\int_0^1 h(\rho)\,\rho\,d\rho,\qquad \langle\rho^{2n}\rangle=\frac1{n+1}.$$

The mean speed is then $U=Ga^2/(8\eta)$, which gives

$$u=2U(1-\rho^2),\qquad v=u-U=U(1-2\rho^2),\qquad \langle v\rangle=0.$$

Let $\xi=x-Ut$ be the axial coordinate in the moving frame. The concentration $c(r,\xi,t)$ obeys

$$\frac{\partial c}{\partial t}+v\frac{\partial c}{\partial\xi}
=D\left(\nabla_r^2c+\frac{\partial^2c}{\partial\xi^2}\right),
\qquad \nabla_r^2=\frac1{a^2\rho}\frac{\partial}{\partial\rho}\rho\frac{\partial}{\partial\rho},$$

with $\partial c/\partial\rho=0$ at $\rho=1$, since no precursor enters the wall.

The pulse width requires only the axial moments $c_p(r,t)=\int\xi^p c\,d\xi$. Multiply the transport equation by $\xi^p$ and integrate by parts, once in the flow term and twice in the axial diffusion term. The end terms vanish because the pulse is localized, and

$$\frac{\partial c_p}{\partial t}=D\nabla_r^2c_p+p\,v\,c_{p-1}+p(p-1)D\,c_{p-2}.$$

Suppose first that the pulse starts uniform over the cross-section, centred at $\xi=0$ and normalized so that $c_0=1$. A uniform $c_0$ satisfies its equation and stays uniform. The next two moments obey

$$\frac{\partial c_1}{\partial t}=D\nabla_r^2c_1+v,\qquad
\frac{\partial c_2}{\partial t}=D\nabla_r^2c_2+2vc_1+2D.$$

Radial diffusion drops out of area averages, because $\langle\nabla_r^2h\rangle=(2/a^2)[\rho\,\partial h/\partial\rho]_0^1=0$ for zero wall flux. The first average gives $d\langle c_1\rangle/dt=\langle v\rangle=0$, so the centre stays at $\xi=0$. The second is then the variance $\sigma^2=\langle c_2\rangle$, with

$$\frac{d\sigma^2}{dt}=2D+2\langle vc_1\rangle .$$

Since $c_0=1$, the quantity $c_1(r,t)$ is the mean axial lead of the molecules now at radius $r$. Spreading by shear is thus a correlation: molecules in the fast core are, on average, already ahead.

At long times this lead becomes steady. Setting $c_1=(Ua^2/D)f(\rho)$ and $\partial c_1/\partial t=0$ gives

$$\frac1\rho\frac{d}{d\rho}\left(\rho\frac{df}{d\rho}\right)=-(1-2\rho^2).$$

Multiplying by $\rho$ and integrating from the axis, where $\rho f'$ vanishes, yields

$$\rho f'=-\frac{\rho^2}{2}+\frac{\rho^4}{2},\qquad
f'=-\frac{\rho}{2}+\frac{\rho^3}{2}.$$

This vanishes at $\rho=1$, as the wall condition demands. A second integration gives $f=K-\rho^2/4+\rho^4/8$. The condition $\langle f\rangle=0$ reads $K-1/8+1/24=0$, so $K=1/12$ and

$$f=\frac1{12}-\frac{\rho^2}{4}+\frac{\rho^4}{8}.$$

Molecules on the axis lead by $Ua^2/(12D)$, and those at the wall, where $f=-1/24$, lag by half that distance. Because $\langle f\rangle=0$,

$$\langle(1-2\rho^2)f\rangle=-2\langle\rho^2f\rangle
=-2\left(\frac1{24}-\frac1{12}+\frac1{32}\right)=\frac1{48}.$$

Therefore $\langle vc_1\rangle=U^2a^2/(48D)$, and since the variance grows at the rate $2D_{\rm eff}$,

$$\boxed{D_{\rm eff}=D+\frac{U^2a^2}{48D}=D\left(1+\frac{\mathrm{Pe}^2}{48}\right)}$$

The number belongs to a Péclet number built on the radius. With the diameter, $\mathrm{Pe}_d=2\,\mathrm{Pe}$ and the second term is $\mathrm{Pe}_d^2/192$.

The shear term is inversely proportional to $D$: slow radial diffusion leaves a molecule longer on one streamline, so it gets further ahead or behind before changing speed. At fixed $U$ and $a$,

$$\frac{dD_{\rm eff}}{dD}=1-\frac{U^2a^2}{48D^2},$$

which is zero at $D=Ua/\sqrt{48}$, or $\mathrm{Pe}=6.93$. The second derivative, $U^2a^2/(24D^3)$, is positive, so this is a minimum. There the two terms are equal and $D_{\rm eff}=2D$.

To see what "long time" means, solve for $c_1$ at all times. The radial modes with zero wall flux are

$$\varphi_n=\frac{J_0(\alpha_n\rho)}{J_0(\alpha_n)},\qquad J_1(\alpha_n)=0,\qquad
\nabla_r^2\varphi_n=-\frac{\alpha_n^2}{a^2}\varphi_n,$$

with $\alpha_n>0$, together with the constant mode. They are mutually orthogonal because $\nabla_r^2$ is self-adjoint under this wall condition. Their normalization follows from $J_0'=-J_1$ and $J_1'=J_0-J_1/z$, which give

$$\frac{d}{dz}\left[\frac{z^2}{2}(J_0^2+J_1^2)\right]=zJ_0^2 .$$

Integrating from $0$ to $\alpha_n$ shows that $2\int_0^1J_0^2(\alpha_n\rho)\rho\,d\rho=J_0^2(\alpha_n)$, hence $\langle\varphi_n^2\rangle=1$.

The projection of $v$ on a mode is $b_n=\langle v\varphi_n\rangle=-2U\langle\rho^2\varphi_n\rangle$, because $\langle\varphi_n\rangle=0$. Two integrations by parts give

$$a^2\langle\rho^2\nabla_r^2\varphi_n-\varphi_n\nabla_r^2\rho^2\rangle
=2\left[\rho\left(\rho^2\varphi_n'-2\rho\varphi_n\right)\right]_0^1=-4,$$

where $\varphi_n'(1)=0$ and $\varphi_n(1)=1$ were used. Since $a^2\nabla_r^2\rho^2=4$ is constant, the second term on the left averages to zero. The first is $-\alpha_n^2\langle\rho^2\varphi_n\rangle$, so $\langle\rho^2\varphi_n\rangle=4/\alpha_n^2$ and $b_n=-8U/\alpha_n^2$.

Now put $c_1=\sum_nq_n(t)\varphi_n$. Each amplitude obeys $\dot q_n=-\gamma_nq_n+b_n$ with $\gamma_n=D\alpha_n^2/a^2$ and $q_n(0)=0$, so $q_n=(b_n/\gamma_n)(1-e^{-\gamma_nt})$. Consequently

$$\langle vc_1\rangle=\sum_nb_nq_n=\frac{64U^2a^2}{D}\sum_n\frac{1-e^{-\gamma_nt}}{\alpha_n^6}.$$

At long times this must equal the value already found, so $64\sum_n\alpha_n^{-6}=1/48$. Integrating $d\sigma^2/dt$, with $\int_0^t(1-e^{-\gamma t'})dt'=t-(1-e^{-\gamma t})/\gamma$, gives

$$\sigma^2=\sigma_0^2+2D_{\rm eff}t-128\,a^2\mathrm{Pe}^2\sum_n\frac{1-e^{-\gamma_nt}}{\alpha_n^8}.$$

The slowest exponential has relaxation time $a^2/(\alpha_1^2D)$, where $\alpha_1=3.832$ and $\alpha_1^2=14.68$. After several such times the last term is constant. To evaluate it, note that the steady amplitudes give $f=-8\sum_n\varphi_n/\alpha_n^4$, so orthonormality implies $64\sum_n\alpha_n^{-8}=\langle f^2\rangle$. Squaring $f$ and averaging term by term,

$$\langle f^2\rangle=\frac1{144}+\frac1{48}+\frac1{320}-\frac1{48}+\frac1{144}-\frac1{64}
=\frac1{72}-\frac1{80}=\frac1{720}.$$

The long-time variance is therefore

$$\sigma^2=\sigma_0^2+2D_{\rm eff}t-\frac{a^2\mathrm{Pe}^2}{360}.$$

The negative constant records the initial period in which the lead $c_1$ was still building up. With $\tau=Dt/a^2$, $\sigma_0=0$ and $\mathrm{Pe}^2\gg48$, dividing by $2D_{\rm eff}t\approx a^2\mathrm{Pe}^2\tau/24$ gives

$$\frac{\sigma^2}{2D_{\rm eff}t}\approx1-\frac1{15\tau}.$$

This predicts 0.933 at $\tau=1$ and 0.987 at $\tau=5$, in agreement with the ratios in the numerical output for $\mathrm{Pe}=200$. At $\tau=0.05$ the ratio is only 0.303, and at $\tau=0.01$ it is 0.076: the simple linear law then overstates the variance about thirteenfold.

The opposite limit explains this. At first each molecule keeps its streamline, so $c_1\approx vt$ and the shear part of the variance is

$$U^2t^2\langle(1-2\rho^2)^2\rangle=U^2t^2\left(1-2+\frac43\right)=\frac{U^2t^2}{3}.$$

Radial diffusion begins to reduce it through

$$\frac{d}{dt}\langle vc_1\rangle=\langle v^2\rangle+D\langle v\nabla_r^2c_1\rangle
\approx\frac{U^2}{3}-\frac{Dt}{a^2}\left\langle\left(\frac{dv}{d\rho}\right)^2\right\rangle
=U^2\left(\frac13-8\tau\right),$$

where one integration by parts used the zero wall flux of $c_1$, and $\langle16\rho^2\rangle=8$. Integrating twice and multiplying by 2 gives $(U^2t^2/3)(1-8\tau)$ to this order. At $\tau=0.001$ the factor is 0.992, against a computed 0.9925. Sampling of all radii thus turns quadratic growth into linear growth.

A random walk with reflection at the wall, which makes no use of the moment equations, gives 1.001 times the derived variance at $\tau=1$ and $\mathrm{Pe}=200$. With 30,000 walkers the sampling error is about one percent, so this agreement supports the result at that level and no finer.

A known variance does not by itself establish a Gaussian pulse. For that, take the Fourier transform $\tilde c=\int c\,e^{-ik\xi}d\xi$, which obeys

$$\frac{\partial\tilde c}{\partial t}=D\nabla_r^2\tilde c-ikv\tilde c-Dk^2\tilde c .$$

For small $k$, seek the slowest mode as $(1+k\psi_1+k^2\psi_2+\dots)e^{\lambda t}$ with $\lambda=k\lambda_1+k^2\lambda_2+\dots$. At first order, $\lambda_1=D\nabla_r^2\psi_1-iv$. Averaging gives $\lambda_1=0$, and comparison with the equation for $f$ gives $\psi_1=-i(Ua^2/D)f$. At second order,

$$\lambda_2=D\nabla_r^2\psi_2-iv\psi_1-D.$$

Its average is

$$\lambda_2=-D-i\langle v\psi_1\rangle=-D-\frac{U^2a^2}{48D}=-D_{\rm eff},$$

since $-i$ times $-i$ is $-1$. On the scale of the spreading pulse, $k$ is of order $t^{-1/2}$. Then $\lambda t=-D_{\rm eff}k^2t+O(t^{-1/2})$, while the other radial modes have decayed exponentially. The transform tends to $e^{-D_{\rm eff}k^2t}$, and the area-averaged pulse, normalized to unit amount, tends to

$$\bar c(\xi,t)=\frac{1}{\sqrt{4\pi D_{\rm eff}t}}\exp\left(-\frac{\xi^2}{4D_{\rm eff}t}\right).$$

For $\mathrm{Pe}=200$, the largest deviation from this profile, relative to its peak, is 2.9 percent at $\tau=5$, 1.3 percent at $\tau=20$ and 0.65 percent at $\tau=80$. Each fourfold increase in time roughly halves it, as expected from a correction of order $t^{-1/2}$.

This long-time result does not require a uniform start. An uneven $c_0$ relaxes exponentially to a constant, after which the same $f$ governs the growth rate. The initial distribution changes the constant in the variance and can shift the pulse centre by a fixed distance.

Consider two lines with chosen round parameters: radius $2\times10^7$ Å, length $L=2\times10^{10}$ Å and an initially uniform plug of length $\ell=10^9$ Å. A plug has variance $\sigma_0^2=\ell^2/12=8.33\times10^{16}$ Å². The first line carries a dense gas with $D=10^{15}$ Å²/s and $U=10^{10}$ Å/s. Then

$$\mathrm{Pe}=\frac{10^{10}\times2\times10^7}{10^{15}}=200,\qquad
\frac{\mathrm{Pe}^2}{48}=833.3,$$

and $D_{\rm eff}=834.3\,D=8.34\times10^{17}$ Å²/s, or $8.34\times10^{-3}$ m²/s. The mean transit time is $L/U=2$ s, far above the radial relaxation time of 0.027 s. The variance on arrival is, in units of $10^{18}$ Å²,

$$\sigma^2=3.337+0.083-0.044=3.376,$$

so $\sigma=1.84\times10^9$ Å, or 0.184 m. Without the shear term the width would have been $2.96\times10^8$ Å, about six times less, and almost all of that is the initial plug ($2.89\times10^8$ Å), since $\sqrt{2Dt}$ is only $6.3\times10^7$ Å. Dividing by $U$ gives a standard deviation of 0.18 s for the signal at the outlet. This is an estimate, since it neglects the growth of the pulse while it passes; here $\sigma/L$ is about 9 percent.

The second line is a model calculation showing the effect of the faster diffusion found at low pressure: $D=10^{18}$ Å²/s and $U=10^{11}$ Å/s, with density and $D$ held constant along the tube. A real line with these values would not meet that assumption. For a gas viscosity of about $2\times10^{-5}$ Pa s the pressure drop $8\eta UL/a^2$ would be about 800 Pa, whereas a gas with this $D$ has a pressure of only about 100 Pa for a heavy precursor near room temperature (a few hundred pascals for a light precursor or a heated line), so a real line would need a wider or shorter tube or a slower flow. The model also keeps the no-slip condition. At 100 Pa the mean free path is already a few percent of the radius, and slip at the wall would lower the shear term by roughly a quarter, though $D_{\rm eff}$ by only about 2 percent. Collisions with the wall also cut short the axial flights of the molecules, which lowers the molecular term itself by a similar amount, about 1 to 3 percent depending on the precursor mass. Now $\mathrm{Pe}=2$ and $\mathrm{Pe}^2/48=0.083$, so $D_{\rm eff}=1.083\times10^{18}$ Å²/s, or $1.083\times10^{-2}$ m²/s. With a transit time of 0.2 s, $2D_{\rm eff}t=4.33\times10^{17}$ Å². Adding $\sigma_0^2$ gives $5.17\times10^{17}$ Å², the negative constant being negligible, and $\sigma=7.19\times10^8$ Å, or 0.072 m. This is 3 percent wider than with molecular diffusion alone. The outlet estimate is 7.2 ms. The two effective diffusivities are similar in size, but shear dominates the first and molecular diffusion the second.

In a deposition system the condition on the wall must be checked. If precursor is permanently lost to it, the zero-flux condition fails and the slowest radial mode is no longer uniform, so the amount, the mean speed and the spreading rate of the surviving pulse must be calculated anew. Reversible adsorption also changes the result although nothing is lost: with fast exchange and one molecule held on the wall for every ten in the gas, the pulse moves at $0.91U$ and the shear term is about 1.3 times larger. The formula therefore describes an inert delivery line, not a line whose wall holds precursor or a chamber whose walls are being coated. The continuum flow used here also requires a mean free path much smaller than $a$, which limits how far the pressure may be lowered. Finally, the tube must be long enough for radial mixing, $L\gg Ua^2/(\alpha_1^2D)$; in a shorter one the linear law fails. The full time-dependent variance still describes a pulse that started uniform over the cross-section, as long as all of it is inside the tube, but the signal at the outlet must then be found from the arrival times of the molecules.

## Table of computed values

```
Tests in reduced units
velocity profile, largest error / U: 3.7e-05
shear coefficient <v f>/U: 1/48; <f^2>: 1/720
first zero of J1: 3.8317; its square: 14.682
Pe = 1: number replacing 48, from eigenvalue: 48.000
Pe = 10: number replacing 48, from eigenvalue: 48.000
Pe = 200: number replacing 48, from eigenvalue: 48.000
early shear variance / (U^2 t^2/3), tau=0.001: 0.9925
Pe=200, tau=0.01: variance / (2 D_eff t) = 0.0759
Pe=200, tau=0.05: variance / (2 D_eff t) = 0.3030
Pe=200, tau=0.2: variance / (2 D_eff t) = 0.6846
Pe=200, tau=1.0: variance / (2 D_eff t) = 0.9334
Pe=200, tau=5.0: variance / (2 D_eff t) = 0.9867
random walk: 30000 walkers, 1000 steps, tau=1.0
random-walk variance / derived variance: 1.001
Pe=200, tau=5: deviation from Gaussian / peak = 0.0287
Pe=200, tau=20: deviation from Gaussian / peak = 0.0134
Pe=200, tau=80: deviation from Gaussian / peak = 0.0065
Pe at which both terms are equal: 6.928
radius: 2.0e+07 A; length: 2.0e+10 A; plug: 1.0e+09 A
dense: D = 1.0e+15 A^2/s; U = 1.0e+10 A/s; Pe = 200.0
dense: transit time = 2.000 s; tau = 5.0
dense: radial relaxation time = 2.724e-02 s
dense: Pe^2/48 = 833.3333
dense: D_eff = 8.3433e+17 A^2/s = 8.3433e-03 m^2/s
dense: width sigma = 1.8374e+09 A = 0.1837 m
dense: width from transport operator = 1.8375e+09 A
dense: width with molecular D alone = 2.9552e+08 A
dense: outlet duration sigma/U = 1.8374e-01 s
low-p: D = 1.0e+18 A^2/s; U = 1.0e+11 A/s; Pe = 2.0
low-p: transit time = 0.200 s; tau = 500.0
low-p: radial relaxation time = 2.724e-05 s
low-p: Pe^2/48 = 0.0833
low-p: D_eff = 1.0833e+18 A^2/s = 1.0833e-02 m^2/s
low-p: width sigma = 7.1879e+08 A = 0.0719 m
low-p: width from transport operator = 7.1879e+08 A
low-p: width with molecular D alone = 6.9522e+08 A
low-p: outlet duration sigma/U = 7.1879e-03 s
```
